\section*{Mott's quarter-power hopping law from one optimum hop and from percolation}

\section{Charge leaking through a film full of traps}

A charge-trap memory stores electrons in localized states of a dielectric film. Suppose that the traps are numerous and that the temperature is too low to lift electrons into a conducting band. Charge can still leak away, because an electron can tunnel from one trap to another. The nearest trap is easy to reach by tunnelling, but its energy is usually badly matched, and the missing energy must come from lattice vibrations. A search over a larger volume finds a better match at the price of a longer tunnelling path. How far does the electron hop, and how does the conductivity depend on temperature?

Let the traps have random, uncorrelated positions in three dimensions. Their energies $E$ are measured from the Fermi level, and $g$ is the density of states per unit energy and volume, taken as constant over all energies that matter. The wave-function amplitude decays as $e^{-r/a}$. The algebra is in atomic units, $\hbar=m_e=e=1$, and temperature enters as the energy $t=k_BT$. Numbers are in eV and \AA. The result is
\begin{equation}
\ln\sigma=\text{const}-\left(\frac{T_0}{T}\right)^{1/4},\qquad k_BT_0=\frac{C}{g a^3},
\label{law}
\end{equation}
with a pure number $C$. Here ``const'' hides a prefactor that varies as a low power of $T$, which is slow compared with the exponential when the exponent is large.

\section{First derivation: the optimum hop}

\subsection{The rate of one hop}

Consider an electron near the Fermi level and an empty state at distance $R$, higher in energy by $W>0$. The tunnelling amplitude is proportional to $e^{-R/a}$, apart from powers of $R$, so the probability carries $e^{-2R/a}$. For the energy factor, let $n=1/(e^{W/t}-1)$ be the thermal number of phonons of energy $W$. The upward hop absorbs a phonon and is proportional to $n$; the downward hop emits one and is proportional to $n+1$. Their ratio is
\begin{equation}
\frac{n}{n+1}=\frac{1}{1+(e^{W/t}-1)}=e^{-W/t}.
\end{equation}
When several phonons share the energy, detailed balance gives the same ratio. If the downward rate depends weakly on $W$, the upward rate is
\begin{equation}
\Gamma\propto e^{-s},\qquad s=\frac{2R}{a}+\frac{W}{t}.
\label{s}
\end{equation}

Hops of length $R$ at rate $\Gamma$ give a diffusion constant $D\approx\Gamma R^2/6$. For states at the Fermi level the Einstein relation is $\sigma=gD$ in these units. Hence $\ln\sigma=\text{const}-s$, where the slow factor $R^2$ has been put into the constant.

If $R$ and $W$ were fixed, Eq.~(\ref{s}) would give an Arrhenius law with activation energy $W$. The new law arises because the best $R$ and $W$ change with temperature.

\subsection{The trade between distance and energy}

A sphere of radius $R$ and an energy window of width $W$ contain on average $(4\pi/3)R^3gW$ states. Mott's criterion is that a hop becomes available when this number is one:
\begin{equation}
\frac{4\pi}{3}R^3gW=1\quad\Rightarrow\quad W=\frac{3}{4\pi gR^3}.
\label{one}
\end{equation}
The criterion sets a scale and is not a theorem: a region with one expected state may hold none or several. Inserting it in Eq.~(\ref{s}) leaves a function of one variable,
\begin{equation}
s(R)=\frac{2R}{a}+\frac{3}{4\pi g t R^3}.
\end{equation}
The most probable hop has the smallest $s$. The derivatives are
\begin{align}
s'(R)&=\frac{2}{a}-\frac{9}{4\pi g t R^4},\\
s''(R)&=\frac{9}{\pi g t R^5}>0 .
\end{align}
The curve is convex, so the zero of $s'$ is its single minimum:
\begin{equation}
R^4=\frac{9a}{8\pi g t}.
\label{R}
\end{equation}
On cooling, the hop grows longer as $t^{-1/4}$.

The energy term at the minimum follows from $s'=0$, which says that $9/(4\pi gtR^4)=2/a$:
\begin{equation}
\frac{W}{t}=\frac{3}{4\pi gtR^3}=\frac{R}{3}\,\frac{9}{4\pi gtR^4}=\frac{2R}{3a}.
\end{equation}
Therefore
\begin{equation}
s=\frac{2R}{a}+\frac{2R}{3a}=\frac{8R}{3a}.
\end{equation}
Distance supplies three quarters of the exponent and energy one quarter. Raising $s$ to the fourth power and using Eq.~(\ref{R}) gives
\begin{equation}
s^4=\frac{4096}{81a^4}\,\frac{9a}{8\pi gt}=\frac{512}{9\pi}\,\frac{1}{g t a^3}.
\label{mott}
\end{equation}
This is Eq.~(\ref{law}) with $C=512/(9\pi)\approx18.1$.

\subsection{The activation energy that a measurement would show}

The local slope of an Arrhenius plot defines $E_A=-d\ln\sigma/d\beta$ with $\beta=1/t$. With the prefactor left out, $E_A=ds/d\beta$ along the optimum. Writing $s=2R/a+\beta W(R)$,
\begin{equation}
E_A=W+\left(\frac{2}{a}+\beta\frac{dW}{dR}\right)\frac{dR}{d\beta}=W ,
\end{equation}
because the bracket is $s'(R)$ and vanishes at the optimum. Since $W=ts/4$,
\begin{equation}
E_A=\frac{1}{4}\,(k_BT_0)^{1/4}\,t^{3/4}.
\end{equation}
The activation energy falls on cooling and no single trap depth can be read from it. A prefactor proportional to $t^{-p}$ would change the measured value to $W-pt$, a relative correction of $4p/s$. The factor $R^2$ alone has $p=1/2$, which makes the correction 10\% at $s=20$.

\subsection{How much depends on the one-state criterion}

The criterion can be replaced by a sharper question: what is the easiest upward hop from a site at the Fermi level? Let $N(s)$ be the expected number of upward hops with exponent below $s$. A state at energy $E=xt$ qualifies if its distance is below $a(s-x)/2$, so
\begin{align}
N(s)&=gt\int_0^s\frac{4\pi}{3}\left[\frac{a(s-x)}{2}\right]^3dx\nonumber\\
&=\frac{\pi gta^3}{6}\,\frac{s^4}{4}=\frac{\pi gta^3}{24}\,s^4 .
\label{N}
\end{align}
For independent random states the chance of finding none below $s$ is $e^{-N(s)}$. The mean of a positive variable is the integral of this survival probability. With $N=cs^4$ and $y=c^{1/4}s$,
\begin{equation}
\langle s_{\min}\rangle=c^{-1/4}\int_0^\infty e^{-y^4}dy
=\Gamma\!\left(\tfrac54\right)\left(\frac{24}{\pi gta^3}\right)^{1/4},
\label{easy}
\end{equation}
where $\Gamma(5/4)\approx0.906$ is the gamma function. The power of $t$ is unchanged. For a given $s$ the energy part $x$ has a weight proportional to $(s-x)^2$, the area of the shell at that distance, and its mean share is
\begin{equation}
\frac{\langle x\rangle}{s}=\frac{\int_0^s x(s-x)^2dx}{s\int_0^s(s-x)^2dx}=\frac{s^4/12}{s^4/3}=\frac14 .
\end{equation}
The division into three quarters and one quarter thus survives as an average.

The coefficient does not survive. The fourth power of Eq.~(\ref{easy}) has $24\,\Gamma(5/4)^4/\pi\approx5.2$ in place of 18.1. Putting Mott's exponent, Eq.~(\ref{mott}), into Eq.~(\ref{N}) gives $N=512/216\approx2.4$: at that exponent a site at the Fermi level has on average more than two upward hops available. A current needs a chain of hops across the whole film, and one easy hop may lead to a site from which there is no easy way on. The coefficient must therefore come from the connected network.

\section{Second derivation: the connected network}

\subsection{The exponent of a pair}

In equilibrium, site $i$ is occupied with probability $f_i=1/(1+e^{E_i/t})$. The number of hops per unit time from $i$ to $j$ is proportional to
\begin{equation}
\Gamma_{ij}\propto f_i(1-f_j)\,e^{-2r_{ij}/a}\,e^{-\max(E_j-E_i,0)/t}.
\end{equation}
The occupation factors can be written as
\begin{align}
-\ln f_i&=\frac{\max(E_i,0)}{t}+\ln\!\left(1+e^{-|E_i|/t}\right),\\
-\ln(1-f_j)&=\frac{\max(-E_j,0)}{t}+\ln\!\left(1+e^{-|E_j|/t}\right).
\end{align}
Each logarithm on the right lies between 0 and $\ln2$. Dropping both changes the exponent by at most $2\ln2\approx1.4$, which does not grow on cooling. With $\max(x,0)=(x+|x|)/2$ the three energy terms add up to
\begin{equation}
\frac{E_i+|E_i|-E_j+|E_j|+E_j-E_i+|E_j-E_i|}{2t},
\end{equation}
in which the terms without bars cancel. The pair exponent is
\begin{equation}
s_{ij}=\frac{2r_{ij}}{a}+\frac{|E_i|+|E_j|+|E_i-E_j|}{2t}.
\label{pair}
\end{equation}
It is symmetric in $i$ and $j$, as detailed balance requires. A small difference $\delta\ll t$ of electrochemical potential changes the ratio of forward to backward hops to $e^{\delta/t}\approx1+\delta/t$. The net current is then $\Gamma_{ij}\delta/t$, so each pair acts as a resistor with conductance proportional to $e^{-s_{ij}}$.

\subsection{The threshold and its scaling}

At low temperature these conductances spread over many powers of ten. Insert the resistors in order of rising $s_{ij}$. At first they form separate clusters. At a threshold $s_c$ a cluster joins the two electrodes. Resistors with much larger exponents add little, because better paths run beside them; those with much smaller exponents cost little in series. To leading order in a large exponent, $\ln\sigma=\text{const}-s_c$.

To find how $s_c$ depends on the parameters, measure lengths and energies in the largest values that a link of exponent $s$ permits:
\begin{equation}
\mathbf r=\frac{as}{2}\,\boldsymbol\rho,\qquad E=ts\,e .
\end{equation}
Dividing $s_{ij}\le s$ by $s$ gives the condition for a link,
\begin{equation}
\rho_{ij}+\tfrac12\left(|e_i|+|e_j|+|e_i-e_j|\right)\le1,
\end{equation}
in which no parameter is left. The energy term is at least as large as both $|e_i|$ and $|e_j|$, so sites with $|e|>1$ have no links. The expected number of sites in a small element is
\begin{equation}
g\,dE\,d^3r=\nu\,de\,d^3\rho,\qquad \nu=g\,ts\left(\frac{as}{2}\right)^3=\frac{gta^3s^4}{8}.
\end{equation}
The network is thus governed by $\nu$ alone, and in a large sample the connected path appears at a pure number $\nu_c$. Solving for $s$,
\begin{equation}
s_c^4=\frac{8\nu_c}{gta^3}.
\label{perc}
\end{equation}
This is Eq.~(\ref{law}) again, now with $C=8\nu_c$. The fourth power counts three dimensions of space and one of energy. Scaling does not supply $\nu_c$, which has to be computed.

\section{A model film in numbers}

Take a trap-rich film with $g=10^{-5}$ per eV and \AA$^3$, $a=10$~\AA, and trap energies spread evenly from $-B$ to $B$ with $B=0.5$~eV. These are round model parameters and do not describe a particular memory material. The decay length in particular is long: with the free-electron mass, a trap at depth $\Delta=1$~eV below the band has $a=1/\sqrt{2\Delta}\approx2$~\AA. The same formula with $a=10$~\AA\ gives a depth of only 0.04~eV, from which electrons would be lifted into the band more easily than they hop at the temperatures used below. The numbers therefore illustrate the hopping network alone, with the band assumed to be out of reach. The phonon factor is idealized as well: acoustic phonons couple well only up to an energy of order $\hbar v/a$, about 0.007~eV for a sound speed $v=10^4$~m/s, and the energy steps found below are larger, so in a real film the downward rate would depend on $W$. Then $ga^3=0.01$ per eV and
\begin{equation}
k_BT_0=\frac{18.108}{0.01}\ \text{eV}\approx1811\ \text{eV},
\end{equation}
or $T_0\approx2.1\times10^7$~K. This large value is a slope parameter and not a temperature at which anything happens. At $t=0.01$~eV,
\begin{align}
s&=(1811/0.01)^{1/4}=20.6,\\
R&=\tfrac38\times10\times20.6\ \text{\AA}=77\ \text{\AA},\\
W&=\tfrac14\times0.01\times20.6\ \text{eV}=0.052\ \text{eV}.
\end{align}

The threshold $s_c$ was found numerically. Sites were placed at random in a cube of side 1300~\AA, about 22\,000 of them, and linked by Eq.~(\ref{pair}). Two opposite faces served as electrodes at the Fermi level, and bisection gave the smallest exponent at which links join them. The table lists the mean over eight samples with its standard error, next to Mott's values and the mean easiest hop of Eq.~(\ref{easy}).

\begin{center}
\begin{tabular}{cccccc}
$t$ (eV) & $R$ (\AA) & $W$ (eV) & $s$ & $\langle s_{\min}\rangle$ & $s_c$\\
0.0025 & 109 & 0.018 & 29.2 & 21.3 & $29.0\pm0.3$\\
0.005 & 92 & 0.031 & 24.5 & 17.9 & $24.6\pm0.2$\\
0.01 & 77 & 0.052 & 20.6 & 15.1 & $20.7\pm0.1$\\
0.02 & 65 & 0.087 & 17.3 & 12.7 & $17.2\pm0.1$
\end{tabular}
\end{center}

A straight-line fit of $\ln s_c$ against $\ln t$ has slope $-0.250$. The standard errors in the table allow an uncertainty of about 0.005, and the finite size of the cube may add to it, so the third digit carries little weight. At $t=0.02$~eV the threshold corresponds to $C=17.5$, or $\nu_c\approx2.2$. The other three rows give 17.6, 18.3 and 18.4, which shows the scatter of a finite cube with few samples. Larger cells with periodic boundaries give $17.4\pm0.3$, so the third digit is uncertain. Within that limitation, Mott's exponent lies close to the network threshold, while the easiest hop lies well below it. The scaling argument gives no reason for the closeness of 17.5 and 18.1.

Between $t=0.02$ and $0.0025$~eV Mott's exponent rises by 11.83, so the conductivity falls, apart from the slow prefactor, by a factor $e^{11.83}\approx1.4\times10^5$. A fixed activation energy of 0.087~eV, the local value at the upper end, would give an exponent change of $0.087\times(400-50)\approx30$, a fall by some thirteen powers of ten. The film conducts far better in the cold than an Arrhenius extrapolation predicts, because its electrons turn to longer hops with smaller energy steps.

\section{Where the law ends}

The scaling argument needs a constant $g$ for $|E|\le ts_c$. With $s_c\approx(k_BT_0/t)^{1/4}$, the window reaches the band edge when
\begin{equation}
t^{3/4}(k_BT_0)^{1/4}=B\quad\Rightarrow\quad t=\frac{B^{4/3}}{(k_BT_0)^{1/3}}\approx\frac{0.40}{12.2}\ \text{eV}\approx0.033\ \text{eV}.
\end{equation}
Above this, a wider window brings in no new states. The estimate marks where the scaling argument stops being exact and not a sharp change, because sites near the edge of the window have few links. In this model the threshold stays within a few per cent of the quarter-power law up to about three times this value, $t\approx0.1$~eV. The opposite limit can be bounded. The energy term in Eq.~(\ref{pair}) lies between 0 and $2B/t$, the upper value belonging to two sites at opposite band edges. If $s_\infty$ is the threshold for distance alone, then
\begin{equation}
s_\infty\le s_c\le s_\infty+\frac{2B}{t}.
\end{equation}
The threshold tends to a constant and the quarter power is lost. The same numerical search gives $s_c=8.9$ at $t=0.5$~eV and $8.4$ at $t=2$~eV, an effective power of $-0.045$. Such temperatures are far beyond any real film and serve to display the limit of the network model.

On the cold side, the Coulomb repulsion between localized electrons can deplete the states near the Fermi level. There $g$ is no longer constant. The depletion matters well before $ts_c$ shrinks to its width, because the best-linked sites lie close to the Fermi level; the scale to compare with is $W$. With a relative permittivity of 7 and the model $g$, the depleted region extends about 0.01~eV on each side, and at $t=0.0025$~eV the Coulomb energy of two charges at distance $R$ is 0.019~eV, equal to $W$. The table, and its colder rows in particular, therefore describes a network without interactions. The electric field $F$ must also be weak: the potential drop over each hop should be far below $t$. A typical drop is of order $FR$, so $FR\ll t$ is the least that is needed; the hardest links take more than their share of the voltage and make the true limit lower. At $t=0.01$~eV the condition $FR\ll t$ means $F\ll0.01/77\approx1.3\times10^{-4}$~V/\AA. The law describes slow leakage in small fields; stronger fields need a separate treatment. Finally, the film must be much thicker than $R$, or the search for a partner is no longer three-dimensional. A wide film only several $R$ thick can also be crossed by rare chains of easy hops, which lower the exponent.

These last two conditions matter for the memory of the opening paragraph. Its trapping layer is typically less than 100~\AA\ thick, which is comparable with $R$ here. A stored charge of $10^{-4}$ electrons per \AA$^2$ in a dielectric of relative permittivity 7 gives a field of about $2.6\times10^{-3}$~V/\AA, some twenty times the limit just found. The law is therefore not a model of charge retention in such a cell. Even in a thick film under weak bias, a short decay length can put the law out of reach. With $a=2$~\AA\ and the same $g$ and $B$, $k_BT_0\approx2.3\times10^5$~eV, and the energy window fits inside the band only below $t\approx0.0065$~eV. The exponent there is above 75, and even at three times this temperature it is still about 58, so the current is too small to measure.

\section{What each derivation assumes}

Both derivations assume uncorrelated sites, constant $g$, one decay length, no Coulomb interaction between trapped electrons, single-electron hops assisted by phonons with a downward rate that depends weakly on the energy step, and an exponent large enough to outweigh the prefactor.

The first adds two assumptions. One expected state is taken to be enough for a hop, and the typical hop from the Fermi level is taken to represent the whole current. In return it gives the hop length, the energy mismatch and the activation energy in closed form. Its power of temperature is safer than its coefficient, as the easiest-hop calculation shows.

The second drops both assumptions. It uses equilibrium occupations, a linear response to the field, and a sample much larger than the longest link $as_c/2$. It yields the quarter power from a change of variables, and it shows which energy window must have constant $g$. Its price is the number $\nu_c$, which needs a numerical calculation.

The difference matters when a measured $T_0$ is turned into a trap density through $g=C/(k_BT_0a^3)$. An error in $C$ passes to $g$ in proportion: the easiest-hop value 5.2 would give a density 3.5 times smaller than Mott's 18.1. The decay length enters as a cube, so an $a$ that is uncertain by a factor of two leaves $g$ uncertain by a factor of eight. A neglected prefactor $t^{-p}$ changes the slope of $\ln\sigma$ against $T^{-1/4}$ by the fraction $4p/s$, and $T_0$, the fourth power of that slope, by roughly four times as much. Only when $C$ and the prefactor are known does the slope fix the product $ga^3$, and a separate knowledge of $a$ is still needed to obtain the density itself.
